**Blume-Watson spin-orbit constant: radial formulas against spin-orbital matrix elements**

For an open shell a (l ≥ 1) outside closed shells b, the nuclear and open-core Breit-Pauli spin-orbit terms reduce to ζ_c l·s with ζ_c = CZ⟨r⁻³⟩ + Σ_b(ζ_dir + ζ_ex), where C = e²ħ²/(8πε₀m²c²), ζ_dir = −C(4l'+2)m⁰ is the screening by enclosed core charge, and ζ_ex combines the radial integrals n^k and w^k of ρ = P_aP_b. The program asserts that direct and exchange matrices built from analytic Gaussian integrals equal these constants times l·s for l = 1–3 and l' = 0–3, with no direct other-orbit part and a 1 : 2 same-orbit to other-orbit ratio in exchange. It also asserts the angular identities by sphere quadrature and the reduction of A^k and B^k to n^k and w^k. In the full p-shell Fock space it asserts the particle-hole symmetry of H_aa − ½ζ_aa T, the one-hole result, the projection (N−1)ζ_aa/4 and a nonzero two-body remainder in p², where ζ_aa is the full-shell self field and T = Σ l·s. For Ti³⁺ [Ar]3d¹ at the averaged Hartree-Fock level the output gives 326.8, −135.9 and −33.6 cm⁻¹ for the nuclear, direct and exchange parts, ζ_c = 157.3 cm⁻¹ and a ²D splitting of 393 cm⁻¹.

## Check in Python

```python
# Blume-Watson spin-orbit constant: open shell a (l) outside closed shells b (l').
# H = C[Z sum l.s/r^3 - sum_{i!=j} g(i,j).(s_i+2s_j)], g(1,2)=r12 x p1/r12^3,
# C = e^2 hbar^2/(8 pi eps0 m^2 c^2).  Claim: nucleus + closed shells give zeta_c l.s,
#  zeta_nuc = C Z <r^-3>,  zeta_dir = -C(4l'+2) m0,  m0 = int Pa^2 r^-3 int_0^r Pb^2,
#  zeta_ex = -3C(2l'+1)/La sum_k 3j^2 {(La+Lb-K)A_k - (La-Lb+K)B_k},
#  A_k = int r Ra Rb y_k' = k n[k-2]-(k+1)n[k],
#  B_k = int r Ra Rb' y_k = (k n[k]-(k+1)n[k-2]+w[k])/2,
#  La=l(l+1), Lb=l'(l'+1), K=k(k+1), rho=Pa Pb, y_k=int rho r<^k/r>^(k+1),
#  n[k]=int int_{r>s} rho(r)rho(s)s^k/r^(k+3), w[k]=int (Pa Pb'-Pa' Pb) y_k/r.
# Open shell: zeta_aa (b=a); H_aa - zeta_aa T/2 is particle-hole even, T=sum l.s.
# Independent road: analytic Gaussian integrals in a spin-orbital basis.
# Internally lengths are in bohr and zeta is in units of C/a0^3; output is SI.
import numpy as np, sympy as sp
from math import gamma
from scipy.linalg import eigh
from scipy.special import erf
from scipy import constants as sc
from sympy.physics.wigner import wigner_3j
from pyscf import gto

a0 = sc.physical_constants['Bohr radius'][0]
Eh = sc.physical_constants['Hartree energy'][0]
C = sc.e**2*sc.hbar**2/(8*np.pi*sc.epsilon_0*sc.m_e**2*sc.c**2)
assert abs(C/a0**3/(0.5*sc.alpha**2*Eh)-1) < 1e-7
V3, U, CM = a0**-3, C/a0**3, 1/(sc.h*sc.c*100)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
spin = 0.5*np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
def make(basis):
    return gto.M(atom='He 0 0 0', basis={'He': basis}, verbose=0)

# ---- sphere quadrature: harmonics, L matrices, angular identities
ct, wt = np.polynomial.legendre.leggauss(10)
ph = 2*np.pi*np.arange(20)/20
st = np.sqrt(1-ct**2)
unit = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
                 np.repeat(ct, 20)]).T.copy()
wang = np.repeat(wt, 20)*2*np.pi/20
ao = make([[l, [0.5, 1.0]] for l in range(5)]).eval_gto('GTOval_sph_deriv1', unit)
Y, LY, Lm, LS = {}, {}, {}, {}
for l in range(5):
    blk = ao[:, :, l*l:(l+1)**2]/(gto.gto_norm(l, 0.5)*np.exp(-0.5))
    Y[l] = blk[0]
    LY[l] = -1j*np.einsum('cab,ga,bgm->cgm', eps, unit, blk[1:])
    Lm[l] = np.einsum('g,gi,cgj->cij', wang, Y[l], LY[l])
    LS[l] = sum(np.kron(Lm[l][c], spin[c]) for c in range(3))
    assert np.allclose(Y[l].T@(wang[:, None]*Y[l]), np.eye(2*l+1), atol=1e-10)
    assert np.allclose(Lm[l][0]@Lm[l][1]-Lm[l][1]@Lm[l][0], 1j*Lm[l][2], atol=1e-10)
    assert abs(np.einsum('gc,cgm->gm', unit, LY[l])).max() < 1e-10
for la in (1, 2):
    for lb in (0, 1, 2):
        for k in range(5):
            La, Lb, K = la*(la+1), lb*(lb+1), k*(k+1)
            G = np.einsum('g,gm,gq,gu->mqu', wang, Y[la], Y[k], Y[lb])
            T1 = np.einsum('g,cgm,gq,cgu->mqu', wang, LY[la].conj(), Y[k], LY[lb])
            T2 = np.einsum('g,cgm,cgq,gu->mqu', wang, LY[la].conj(), LY[k], Y[lb])
            assert np.allclose(T1, 0.5*(La+Lb-K)*G, atol=1e-9)
            assert np.allclose(T2, 0.5*(La-Lb+K)*G, atol=1e-9)
            ref = (2*la+1)*(2*k+1)*(2*lb+1)*float(wigner_3j(la, k, lb, 0, 0, 0))**2/(4*np.pi)
            assert abs((G**2).sum()-ref) < 1e-10
Tq = np.random.default_rng(1).normal(size=(3, 3)); Tq = Tq+Tq.T; Tq -= np.eye(3)*np.trace(Tq)/3
assert abs(np.einsum('ij,iab,jbc->ac', Tq, spin, spin)).max() < 1e-13

# ---- library convention fixed by 3D quadrature, then g checked against its definition
mc = make([[0, [0.9, 1.0]], [1, [0.6, 1.0]]])
tt = np.linspace(np.log(1e-4), np.log(12.0), 300); rr = np.exp(tt)
xyz = (rr[:, None, None]*unit[None]).reshape(-1, 3)
w3 = np.outer(rr**3*(tt[1]-tt[0]), wang).ravel(); rg = np.repeat(rr, len(wang))
pa = mc.eval_gto('GTOval_sph_deriv1', xyz)[:, :, 1:]
bb = np.sqrt(1.8)
Vs = erf(bb*rg)/rg
dVs = 2*bb/np.sqrt(np.pi)*np.exp(-1.8*rg**2)/rg-Vs/rg
Wq = np.einsum('g,agi,bgj->abij', w3*Vs, pa[1:], pa[1:])
Wl = mc.intor('int2e_ipvip1', comp=9).reshape(3, 3, 4, 4, 4, 4)[:, :, 1:, 1:, 0, 0]
SWAP = abs(Wl-Wq).max() > abs(Wl.transpose(1, 0, 2, 3)-Wq).max()
assert abs((Wl.transpose(1, 0, 2, 3) if SWAP else Wl)-Wq).max() < 1e-6
def gblock(mol, s):
    I = mol.intor('int2e_ipvip1', comp=9, shls_slice=sum(((x, x+1) for x in s), ()))
    I = I.reshape((3, 3)+I.shape[1:])
    if SWAP: I = I.swapaxes(0, 1)
    return -1j*np.einsum('cab,abijkn->cijkn', eps, I)
rxd = np.einsum('cab,ga,bgj->cgj', eps, xyz, pa[1:])
gdef = -1j*np.einsum('g,gi,cgj->cij', w3*(-dVs/rg), pa[0], rxd)
assert abs(gdef).max() > 0.01
assert abs(gdef-gblock(mc, (1, 1, 0, 0))[:, :, :, 0, 0]).max() < 1e-6

# ---- spin-orbital pair matrices V[p,q,r,s]=<pr|G|qs>, same-orbit and other-orbit parts
S1 = np.einsum('cab,de->cabde', spin, np.eye(2))
S2 = 2*np.einsum('ab,cde->cabde', np.eye(2), spin)
def pairV(g):
    n = 2*g.shape[1]; out = []
    for S in (S1, S2):
        hh = -np.einsum('cijkn,cabde->iajbkdne', g, S).reshape(n, n, n, n)
        out.append(hh+hh.transpose(2, 3, 0, 1))
    return out
def shell(o):
    return [o[0]]+[[float(e), float(c)] for e, c in zip(o[1], o[2])]
def matrix_road(oa, ob):
    if ob is oa:
        mol = make([shell(oa)]); g = gblock(mol, (0, 0, 0, 0)); ia = ib = 0
    else:
        mol = make(sorted([shell(oa), shell(ob)], key=lambda x: x[0]))
        hit = [i for i in (0, 1) if mol.bas_angular(i) == oa[0] and len(mol.bas_exp(i)) == len(oa[1])
               and np.allclose(sorted(mol.bas_exp(i)), sorted(oa[1]))]
        assert len(hit) == 1
        ia = hit[0]; ib = 1-ia
        loc = mol.ao_loc_nr(); g = np.zeros((3,)+(loc[-1],)*4, complex)
        for s in [(ia, ia, ib, ib), (ib, ib, ia, ia), (ia, ib, ib, ia), (ib, ia, ia, ib)]:
            g[(slice(None),)+tuple(slice(loc[x], loc[x+1]) for x in s)] = gblock(mol, s)
    loc = mol.ao_loc_nr()
    A = slice(2*loc[ia], 2*loc[ia+1]); B = slice(2*loc[ib], 2*loc[ib+1])
    Vp = pairV(g)
    D = [np.einsum('pqrr->pq', v[A, A, B, B]) for v in Vp]
    X = [-np.einsum('prrq->pq', v[A, B, B, A]) for v in Vp]
    return D, X, Vp[0]+Vp[1]

# ---- radial road
t = np.linspace(np.log(1e-7), np.log(40.0), 9001); h = t[1]-t[0]; r = np.exp(t)
def cum(f):
    c = np.concatenate([[0.0], np.cumsum(0.5*(f[1:]+f[:-1]))])*h
    d = np.gradient(f, h)
    return c-h*h/12*(d-d[0])
def integ(f): return (f*r).sum()*h
def ddr(f):
    d = np.gradient(f, h)
    d[2:-2] = (f[:-4]-8*f[1:-3]+8*f[3:-1]-f[4:])/(12*h)
    return d/r
def radial(o):
    l = o[0]; R = 0*r; dR = 0*r
    for e, c in zip(o[1], o[2]):
        f = c*gto.gto_norm(l, e)*r**l*np.exp(-e*r*r)
        R = R+f; dR = dR+f*(l/r-2*e*r)
    nn = np.sqrt(integ(R*R*r*r))
    return R/nn, dR/nn
def ypot(rho, k):
    return cum(rho*r**(k+1))/r**(k+1)+r**k*cum((rho*r**(-k))[::-1])[::-1]
def coefs(la, lb):
    La, Lb, d = la*(la+1), lb*(lb+1), {}
    for k in range(abs(la-lb), la+lb+1, 2):
        K = k*(k+1); f = -sp.Rational(3*(2*lb+1), La)*wigner_3j(la, k, lb, 0, 0, 0)**2
        p, q = La+Lb-K, sp.Rational(La-Lb+K, 2)
        for key, v in [(('n', k), -p*(k+1)-q*k), (('n', k-2), p*k+q*(k+1)), (('w', k), -q)]:
            d[key] = d.get(key, 0)+f*v
    return {x: v for x, v in sorted(d.items()) if v != 0}
def radial_road(oa, ob):
    la, lb = oa[0], ob[0]; (Ra, dRa), (Rb, dRb) = radial(oa), radial(ob)
    rho = r*r*Ra*Rb; I = {}; compact = 0.0; La, Lb = la*(la+1), lb*(lb+1)
    for k in range(abs(la-lb), la+lb+1, 2):
        y = ypot(rho, k)
        for j in (k, k-2):
            I['n', j] = integ(rho*cum(rho*r**(j+1))/r**(j+3))
        I['w', k] = integ(r*(Ra*dRb-dRa*Rb)*y)
        A = integ(r*Ra*Rb*ddr(y)); B = integ(r*Ra*dRb*y)
        assert abs(A-(k*I['n', k-2]-(k+1)*I['n', k])) < 1e-6
        assert abs(B-0.5*(k*I['n', k]-(k+1)*I['n', k-2]+I['w', k])) < 1e-6
        K = k*(k+1)
        compact += -3*(2*lb+1)/La*float(wigner_3j(la, k, lb, 0, 0, 0))**2*((La+Lb-K)*A-(La-Lb+K)*B)
    zex = sum(float(v)*I[x] for x, v in coefs(la, lb).items())
    assert abs(zex-compact) < 1e-5
    m0 = integ(Ra*Ra/r*cum(Rb*Rb*r**3))
    assert abs(integ(Ra*Ra*r*ddr(ypot(Rb*Rb*r*r, 0)))+m0) < 1e-6
    return -(4*lb+2)*m0, zex, m0, I
worst = [0.0]
def compare(oa, ob):
    D, X, V = matrix_road(oa, ob); zd, zx, m0, I = radial_road(oa, ob); ls = LS[oa[0]]
    errs = [abs(D[0]-zd*ls).max(), abs(D[1]).max(),
            abs(X[0]-zx/3*ls).max(), abs(X[1]-2*zx/3*ls).max()]
    assert max(errs) < 2e-6, (oa[0], ob[0], errs)
    worst[0] = max(worst[0], max(errs))
    return zd, zx, m0, I, D[0]+D[1]+X[0]+X[1], V
for la in (1, 2, 3):
    oa = (la, [2.1, 0.45], [0.6, 0.5])
    for lb in range(4):
        res = compare(oa, (lb, [3.3, 0.8], [1.0, -0.7]))
        assert abs(res[1]) > 1e-4
    res = compare(oa, oa)
    if la == 1:
        zpp, Vpp = res[0]+res[1], res[5]
        assert abs(zpp+3*res[2]) < 1e-7
    if la == 2:
        assert abs(res[0]+res[1]-(-7*res[3]['n', 0]+6/7*res[3]['n', 2])) < 1e-7

# ---- p shell in Fock space
an = []
for p in range(6):
    m = np.eye(1)
    for q in range(6):
        m = np.kron(m, np.diag([1., -1.]) if q < p else
                    (np.array([[0., 1.], [0., 0.]]) if q == p else np.eye(2)))
    an.append(m)
E = np.array([[an[p].T@an[q] for q in range(6)] for p in range(6)])
Xo = np.tensordot(Vpp, E, axes=([2, 3], [0, 1]))
H2 = 0.5*(sum(E[p, q]@Xo[p, q] for p in range(6) for q in range(6))
          - np.tensordot(np.einsum('pqqs->ps', Vpp), E, axes=([0, 1], [0, 1])))
T = np.tensordot(LS[1], E, axes=([0, 1], [0, 1]))
Nop = np.rint(np.diag(sum(E[p, p] for p in range(6))))
def sec(M, N):
    ix = np.where(Nop == N)[0]; return M[np.ix_(ix, ix)]
Rm = H2-0.5*zpp*T; proj = []
for N in range(1, 6):
    assert np.allclose(np.linalg.eigvalsh(sec(Rm+0.37*T, N)),
                       np.linalg.eigvalsh(sec(Rm-0.37*T, 6-N)), atol=1e-6)
    proj.append(np.trace(sec(H2@T, N)).real/np.trace(sec(T@T, N)).real/zpp)
    assert abs(proj[-1]-(N-1)/4) < 1e-6
assert abs(sec(H2-zpp*T, 5)).max() < 1e-6
assert abs(sec(H2-0.25*zpp*T, 2)).max() > 1e-2*abs(zpp)

# ---- Ti3+ [Ar]3d1, spherically averaged restricted Hartree-Fock
Z = 22
et = {0: (0.25, 2.6, 15), 1: (0.25, 2.5, 10), 2: (0.12, 2.5, 8)}
bas = [[l, [v[0]*v[1]**n, 1.0]] for l, v in et.items() for n in range(v[2])]
mol = gto.M(atom='Ti 0 0 0', basis={'Ti': bas}, charge=3, spin=1, verbose=0)
ang = np.array([mol.bas_angular(i) for i in range(mol.nbas)]); loc = mol.ao_loc_nr()
sh = {l: np.where(ang == l)[0] for l in et}
rg_ = {l: (int(sh[l][0]), int(sh[l][-1])+1) for l in et}
ex = {l: np.array([mol.bas_exp(i)[0] for i in sh[l]]) for l in et}
sub = lambda M, l: M[np.ix_(loc[sh[l]], loc[sh[l]])]
Sm, Tm, Nm = mol.intor('int1e_ovlp'), mol.intor('int1e_kin'), mol.intor('int1e_nuc')
hc = {l: sub(Tm+Nm, l) for l in et}; Gs = {}
for l, m in [(0, 0), (0, 1), (1, 1), (0, 2), (1, 2)]:
    a, b = (len(ex[l]), 2*l+1), (len(ex[m]), 2*m+1)
    J = mol.intor('int2e', shls_slice=rg_[l]+rg_[l]+rg_[m]+rg_[m]).reshape(a+a+b+b)
    Kx = mol.intor('int2e', shls_slice=rg_[l]+rg_[m]+rg_[l]+rg_[m]).reshape(a+b+a+b)
    S = np.einsum('imjmkana->ijkn', J)-0.5*np.einsum('imkajmna->ijkn', Kx)
    Gs[l, m] = S/(2*l+1); Gs[m, l] = S.transpose(2, 3, 0, 1)/(2*m+1)
nocc, occ = {0: 3, 1: 2, 2: 1}, {0: 2.0, 1: 2.0, 2: 0.2}
def solve(F):
    c = {l: eigh(F[l], sub(Sm, l))[1][:, :nocc[l]] for l in et}
    return c, {l: occ[l]*c[l]@c[l].T for l in et}
def fock(D, with_d=True):
    return {l: hc[l]+sum(np.tensordot(Gs[l, m], D[m]) for m in et
                         if (l, m) in Gs and (with_d or m < 2)) for l in et}
co, D = solve(hc)
for it in range(3000):
    co, Dn = solve(fock(D))
    err = max(abs(Dn[l]-D[l]).max() for l in et)
    D = {l: 0.7*D[l]+0.3*Dn[l] for l in et}
    if err < 1e-9: break
assert err < 1e-9
F0 = fock(D, False)
Et = sum((2*l+1)*0.5*np.sum(D[l]*(hc[l]+F0[l])) for l in (0, 1))+5*np.sum(D[2]*F0[2])
Ek = sum((2*l+1)*np.sum(D[l]*sub(Tm, l)) for l in et)
vir = -(Et-Ek)/Ek
assert abs(vir-2) < 1e-3
od = (2, ex[2], co[2][:, 0]); Rd = radial(od)[0]
r3 = integ(Rd*Rd/r)
cn = co[2][:, 0]*np.array([gto.gto_norm(2, e) for e in ex[2]])
assert abs(r3-np.sum(np.outer(cn, cn)*gamma(2)/(2*np.add.outer(ex[2], ex[2])**2))) < 1e-8

def show(d): return ' '.join(f"{'+' if v > 0 else '-'}({abs(v)}){x[0]}[{x[1]}]" for x, v in d.items())
print(f"C = {C:.6e} J m^3;  a0^-3 = {V3:.6e} m^-3")
for name, la, lb in [("p-s", 1, 0), ("p-p'", 1, 1), ("d-s", 2, 0), ("d-p", 2, 1), ("d-d'", 2, 2)]:
    print(f"zeta_ex/C {name}: {show(coefs(la, lb))}")
print("p^N projection on T / zeta_aa, N=1..5:", ' '.join(f"{abs(x):.4f}" for x in proj))
print(f"Ti3+: Z = {Z}")
for l, v in et.items():
    print(f"basis l={l}: exponents {v[0]}*{v[1]}^n a0^-2, n=0..{v[2]-1}")
print(f"HF energy = {Et*Eh:.6e} J;  virial -V/T = {vir:.5f}")
print(f"<r>_3d = {integ(Rd*Rd*r**3)*a0:.4e} m;  <r^-3>_3d = {r3*V3:.5e} m^-3")
znuc = Z*r3; zd = zx = 0.0; M = znuc*LS[2]
print(f"zeta_nuc = {znuc*U:.5e} J")
for name, l, i in [('1s', 0, 0), ('2s', 0, 1), ('2p', 1, 0), ('3s', 0, 2), ('3p', 1, 1)]:
    d_, x_, m0, I, Mb, _ = compare(od, (l, ex[l], co[l][:, i]))
    zd += d_; zx += x_; M = M+Mb
    print(f"{name}: m0 = {m0*V3:.5e} m^-3")
    print(f"{name}: "+' '.join(f"{x[0]}[{x[1]}]={I[x]*V3:.4e}" for x in coefs(2, l))+" m^-3")
    print(f"{name}: zeta_dir = {d_*U:.5e} J;  zeta_ex = {x_*U:.5e} J")
zc = znuc+zd+zx
ev = np.linalg.eigvalsh(M)
assert np.ptp(ev[:4]) < 1e-5 and np.ptp(ev[4:]) < 1e-5 and abs(ev[-1]-ev[0]-2.5*zc) < 1e-5
for name, v in [('zeta_nuc', znuc), ('zeta_dir', zd), ('zeta_ex', zx),
                ('zeta_nuc+zeta_dir', znuc+zd), ('zeta_c', zc),
                ('splitting 2D5/2-2D3/2', ev[-1]-ev[0])]:
    print(f"{name} = {v*U:.5e} J = {v*U*CM:.2f} cm^-1")
print(f"zeta_ex same-orbit = {zx/3*U:.5e} J;  other-orbit = {2*zx/3*U:.5e} J")
print(f"effective charge: direct only {(znuc+zd)/r3:.4f};  with exchange {zc/r3:.4f}")
print(f"enclosed core electrons -zeta_dir/(C<r^-3>) = {-zd/r3:.4f}")
print(f"zeta_dir/zeta_nuc = {zd/znuc:.4f};  zeta_ex/zeta_c = {zx/zc:.4f}")
d_, x_, m0, I, _, _ = compare(od, od)
print(f"3d-3d: n[0] = {I['n', 0]*V3:.5e} m^-3;  n[2] = {I['n', 2]*V3:.5e} m^-3")
print(f"zeta_aa = {(d_+x_)*U:.5e} J (direct {d_*U:.5e} J, exchange {x_*U:.5e} J)")
zp = zc+0.5*(d_+x_)
print(f"zeta' = zeta_c+zeta_aa/2 = {zp*U:.5e} J = {zp*U*CM:.2f} cm^-1")
print(f"largest matrix-vs-radial deviation = {worst[0]*U:.1e} J")
print("OK")
```

Output:

```
C = 1.720145e-53 J m^3;  a0^-3 = 6.748335e+30 m^-3
zeta_ex/C p-s: -(2)n[-1] +(1)n[1] +(1)w[1]
zeta_ex/C p-p': +(3)n[0] +(9/5)w[2]
zeta_ex/C d-s: -(9/5)n[0] +(6/5)n[2] +(3/5)w[2]
zeta_ex/C d-p: -(12/5)n[-1] +(3/7)n[1] +(36/35)n[3] +(3/5)w[1] +(36/35)w[3]
zeta_ex/C d-d': +(3)n[0] +(6/7)n[2] +(3/7)w[2] +(10/7)w[4]
p^N projection on T / zeta_aa, N=1..5: 0.0000 0.2500 0.5000 0.7500 1.0000
Ti3+: Z = 22
basis l=0: exponents 0.25*2.6^n a0^-2, n=0..14
basis l=1: exponents 0.25*2.5^n a0^-2, n=0..9
basis l=2: exponents 0.12*2.5^n a0^-2, n=0..7
HF energy = -3.691545e-15 J;  virial -V/T = 2.00003
<r>_3d = 6.6026e-11 m;  <r^-3>_3d = 1.71527e+31 m^-3
zeta_nuc = 6.49111e-21 J
1s: m0 = 1.69661e+31 m^-3
1s: n[0]=2.5571e+29 n[2]=1.4025e+29 w[2]=-1.5660e+30 m^-3
1s: zeta_dir = -5.83682e-22 J;  zeta_ex = -2.11852e-23 J
2s: m0 = 1.20692e+31 m^-3
2s: n[0]=3.2882e+30 n[2]=1.9026e+30 w[2]=-1.0642e+31 m^-3
2s: zeta_dir = -4.15214e-22 J;  zeta_ex = -1.72371e-22 J
2p: m0 = 1.29468e+31 m^-3
2p: n[-1]=4.7588e+30 n[1]=2.2007e+30 n[3]=1.3705e+30 w[1]=-1.5572e+31 w[3]=-8.3180e+30 m^-3
2p: zeta_dir = -1.33622e-21 J;  zeta_ex = -4.63874e-22 J
3s: m0 = 2.80978e+30 m^-3
3s: n[0]=1.7938e+30 n[2]=1.2199e+30 w[2]=2.0846e+30 m^-3
3s: zeta_dir = -9.66646e-23 J;  zeta_ex = -8.84507e-24 J
3p: m0 = 2.59586e+30 m^-3
3p: n[-1]=2.1546e+30 n[1]=1.4312e+30 n[3]=9.6811e+29 w[1]=4.1741e+30 w[3]=9.9893e+29 m^-3
3p: zeta_dir = -2.67915e-22 J;  zeta_ex = -5.13586e-25 J
zeta_nuc = 6.49111e-21 J = 326.77 cm^-1
zeta_dir = -2.69970e-21 J = -135.91 cm^-1
zeta_ex = -6.66788e-22 J = -33.57 cm^-1
zeta_nuc+zeta_dir = 3.79141e-21 J = 190.86 cm^-1
zeta_c = 3.12463e-21 J = 157.30 cm^-1
splitting 2D5/2-2D3/2 = 7.81157e-21 J = 393.24 cm^-1
zeta_ex same-orbit = -2.22263e-22 J;  other-orbit = -4.44526e-22 J
effective charge: direct only 12.8500;  with exchange 10.5901
enclosed core electrons -zeta_dir/(C<r^-3>) = 9.1500
zeta_dir/zeta_nuc = -0.4159;  zeta_ex/zeta_c = -0.2134
3d-3d: n[0] = 2.08979e+30 m^-3;  n[2] = 1.15052e+30 m^-3
zeta_aa = -2.34668e-22 J (direct -3.59474e-22 J, exchange 1.24805e-22 J)
zeta' = zeta_c+zeta_aa/2 = 3.00729e-21 J = 151.39 cm^-1
largest matrix-vs-radial deviation = 1.5e-32 J
OK
```
